# Core-Level Centroid Shift of an Oxide Film with a Potential Drop: test program

```python
# Core-level centroid shift of a film with a linear potential drop.
# Result under test: shift = V * f(x), f(x) = 1 - 1/x + 1/(exp(x) - 1),
# x = d/L, d = film thickness, L = attenuation length along the normal,
# V = potential on the gate side minus potential at the substrate side.
# Depth is s = z/d, from 0 (gate side) to 1 (substrate side).
# Positive potential raises the binding energy. At x = 1, f = 1/(e - 1).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gamma

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
bohr_ang = bohr_m * 1e10
current_au = const.physical_constants["atomic unit of current"][0]
charge = const.e

# Round model parameters and rough typical values
thickness = 40.0          # angstrom
attenuation = 40.0        # angstrom
drop = 0.8                # volt
permittivity = 20.0       # film, relative
temperature = 300.0       # kelvin
line_fwhm = 1.0           # eV, Gaussian line
tilt_deg = 60.0           # emission angle from the normal
breakdown = 5.0           # MV/cm, rough
barrier = 1.5             # eV above the substrate Fermi level, rough
film_mass = 0.2           # electron masses, rough
trap_sheet = 1e12         # charges per cm2 in the whole film, rough
plane_spacing = 2.5       # angstrom, rough
sub_permittivity = 12.0   # substrate, relative, rough
sub_mass = 1.1            # density-of-states mass, rough
doping = 1e18             # donors per cm3, rough
mobility = 250.0          # cm2/Vs, rough
wafer = 0.05              # cm, rough


def centroid_fraction(x):
    return 1 - 1 / x + 1 / np.expm1(x)


def variance_fraction(x):
    return 1 / x**2 - 1 / (4 * np.sinh(x / 2) ** 2)


def depth_average(function, x):
    """Average over depth directly from the attenuation weights."""
    top = quad(lambda s: function(s) * np.exp(-x * s), 0, 1,
               epsabs=1e-13, epsrel=1e-12)[0]
    bottom = quad(lambda s: np.exp(-x * s), 0, 1,
                  epsabs=1e-13, epsrel=1e-12)[0]
    return top / bottom


# Closed forms against quadrature, including the slope-variance relation
for x in (0.3, 1.0, 2.0, 6.0):
    mean = depth_average(lambda s: 1 - s, x)
    variance = depth_average(lambda s: (1 - s - mean) ** 2, x)
    step = 1e-3
    slope = (depth_average(lambda s: 1 - s, x + step)
             - depth_average(lambda s: 1 - s, x - step)) / (2 * step)
    assert abs(mean - centroid_fraction(x)) < 1e-10
    assert abs(variance - variance_fraction(x)) < 1e-10
    assert abs(slope - variance) < 1e-6
assert abs(depth_average(lambda s: 1 - s, 1.0) - 1 / (np.e - 1)) < 1e-10
assert abs(depth_average(lambda s: 1 - s, 0.05) - (0.5 + 0.05 / 12)) < 1e-6
assert abs(depth_average(lambda s: 1 - s, 30.0) - (1 - 1 / 30)) < 1e-9

# A compact core state follows the local potential: 1D well, atomic units
field_v_ang = drop / thickness
field_au = field_v_ang * bohr_ang / hartree_ev
grid = np.linspace(-5, 5, 2001)
spacing = grid[1] - grid[0]
core_site = 0.7
well = -10 / np.cosh(grid - core_site) ** 2
local_potential = 0.02 - field_au * grid


def core_energy(potential_energy):
    diagonal = 1 / spacing**2 + potential_energy
    off_diagonal = np.full(len(grid) - 1, -0.5 / spacing**2)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


binding_change = core_energy(well) - core_energy(well - local_potential)
core_residual = binding_change - (0.02 - field_au * core_site)
assert abs(core_residual) < 1e-7

# Main example
ratio = thickness / attenuation
fraction = centroid_fraction(ratio)
shift = drop * fraction
spread = drop * np.sqrt(variance_fraction(ratio))
tilted_ratio = ratio / np.cos(np.radians(tilt_deg))
tilted_shift = drop * centroid_fraction(tilted_ratio)

# Build the spectrum from displaced Gaussian lines and take its moments
nodes, node_weights = np.polynomial.legendre.leggauss(80)
depths = (nodes + 1) / 2
weights = node_weights * np.exp(-ratio * depths)
weights /= weights.sum()
line_sigma = line_fwhm / np.sqrt(8 * np.log(2))


def spectrum(energy):
    offset = np.asarray(energy)[..., None] - drop * (1 - depths)
    return np.exp(-0.5 * (offset / line_sigma) ** 2) @ weights


energies = np.linspace(-5, 6, 4401)
signal = spectrum(energies)
signal_centroid = (energies * signal).sum() / signal.sum()
signal_variance = (((energies - signal_centroid) ** 2 * signal).sum()
                   / signal.sum())
assert abs(signal_centroid - shift) < 1e-8
assert abs(signal_variance - line_sigma**2 - spread**2) < 1e-8
peak = minimize_scalar(lambda energy: -spectrum(energy), bounds=(0, drop),
                       method="bounded", options={"xatol": 1e-9}).x

# Error of attenuation length and discrete emitter planes
length_error = drop * centroid_fraction(ratio / 1.1) - shift
plane_count = int(round(thickness / plane_spacing))
planes = (np.arange(plane_count) + 0.5) / plane_count
plane_weights = np.exp(-ratio * planes)
plane_shift = drop * ((1 - planes) @ plane_weights) / plane_weights.sum()

# Uniform positive trapped charge with both film faces held fixed
film_eps = permittivity * const.epsilon_0
thickness_m = thickness * 1e-10
bow_scale = charge * trap_sheet * 1e4 * thickness_m / (2 * film_eps)
mean_depth = 1 - fraction
mean_square = variance_fraction(ratio) + mean_depth**2
trap_shift = bow_scale * (mean_depth - mean_square)
points = np.linspace(0, 1, 201)
laplacian = (np.diag(np.full(199, -2.0)) + np.diag(np.ones(198), 1)
             + np.diag(np.ones(198), -1)) / (points[1] ** 2)
source = -charge * trap_sheet * 1e4 * thickness_m / film_eps
bow = np.zeros(201)
bow[1:-1] = np.linalg.solve(laplacian, np.full(199, source))
point_weights = np.exp(-ratio * points)
trap_numeric = (simpson(bow * point_weights, x=points)
                / simpson(point_weights, x=points))
assert abs(trap_numeric / trap_shift - 1) < 1e-5

# Classical Fermi-Dirac accumulation in the n-type substrate
thermal = const.k * temperature
sub_eps = sub_permittivity * const.epsilon_0
displacement = film_eps * field_v_ang * 1e10
donors = doping * 1e6
band_density = 2 * (2 * np.pi * sub_mass * const.m_e * thermal
                    / const.h**2) ** 1.5


def fermi_integral(order, eta):
    upper = max(eta, 0) + 40
    value = quad(lambda t: t**order * expit(eta - t), 0, upper,
                 epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return value / gamma(order + 1)


bulk_eta = brentq(lambda eta: band_density * fermi_integral(0.5, eta)
                  - donors, -12, 12)
bulk_pressure = fermi_integral(1.5, bulk_eta)


def pressure_balance(bending):
    gas = band_density * (fermi_integral(1.5, bulk_eta + bending)
                          - bulk_pressure)
    return (thermal * (gas - donors * bending)
            - displacement**2 / (2 * sub_eps))


bending = brentq(pressure_balance, 0.1, 60)
bending_ev = bending * thermal / charge
surface_degeneracy = (bulk_eta + bending) * thermal / charge

# Integrate Poisson's equation from the bulk towards the interface
table = np.linspace(0, bending + 5, 400)
excess = CubicSpline(table, [band_density * fermi_integral(
    0.5, bulk_eta + value) / donors - 1 for value in table])


def at_interface(position, state):
    return state[0] - bending


at_interface.terminal = True
start = 0.01
start_slope = start * np.sqrt(float(excess(0.0, 1)))
solution = solve_ivp(lambda position, state: [state[1], excess(state[0])],
                     (0, 40), [start, start_slope], events=at_interface,
                     rtol=1e-9, atol=1e-11, max_step=0.05)
assert len(solution.y_events[0]) == 1
screening = np.sqrt(sub_eps * thermal / (charge**2 * donors))
poisson_field = solution.y_events[0][0][1] * thermal / charge / screening
assert abs(poisson_field * sub_eps / displacement - 1) < 1e-3

# Direct tunnelling through the tilted barrier, atomic units
width = thickness / bohr_ang
drop_au = drop / hartree_ev
barrier_au = barrier / hartree_ev
assert drop_au < barrier_au


def decay_exponent(depth_below_fermi, parallel_k):
    high = 2 * film_mass * (barrier_au + depth_below_fermi) + parallel_k**2
    low = high - 2 * film_mass * drop_au
    return 4 * width * (high**1.5 - low**1.5) / (3 * (high - low))


below = np.linspace(0, drop_au, 401)
parallel = np.linspace(0, 0.4, 801)
transmission_grid = np.exp(-decay_exponent(below[:, None],
                                           parallel[None, :]))
per_energy = simpson(transmission_grid * parallel / (2 * np.pi),
                     x=parallel, axis=1)
leak_au = simpson(per_energy, x=below) / np.pi
leakage = leak_au * current_au / bohr_m**2 * 1e-4
resistance = wafer / (charge * doping * mobility)
ohmic_loss = leakage * resistance

# Wave solution for one energy checks the semiclassical transmission
kinetic_in = 0.2 / hartree_ev
k_in = np.sqrt(2 * film_mass * kinetic_in)
k_out = np.sqrt(2 * film_mass * (kinetic_in + drop_au))
slices = 4000
slice_width = width / slices
wave, wave_slope = 1.0 + 0j, 1j * k_out
for index in range(slices - 1, -1, -1):
    height = barrier_au - drop_au * (index + 0.5) / slices
    kappa = np.sqrt(2 * film_mass * height)
    even, odd = np.cosh(kappa * slice_width), np.sinh(kappa * slice_width)
    wave, wave_slope = (wave * even - wave_slope * odd / kappa,
                        wave_slope * even - wave * kappa * odd)
incoming = (wave + wave_slope / (1j * k_in)) / 2
wave_transmission = k_out / k_in / abs(incoming) ** 2
wkb_transmission = np.exp(-decay_exponent(0.0, 0.0))
kappa_in = np.sqrt(2 * film_mass * barrier_au)
kappa_out = np.sqrt(2 * film_mass * (barrier_au - drop_au))
matching = (16 * k_in * kappa_in * k_out * kappa_out
            / ((k_in**2 + kappa_in**2) * (k_out**2 + kappa_out**2)))
# Leading-order matching neglects the barrier slope at its two edges.
assert abs(wave_transmission / (matching * wkb_transmission) - 1) < 0.15

print(f"film thickness: {thickness:.1f} angstrom")
print(f"film thickness, converted: {thickness / 10:.1f} nm")
print(f"attenuation length: {attenuation:.1f} angstrom")
print(f"potential drop: {drop:.3f} V")
print(f"film relative permittivity: {permittivity:.1f}")
print(f"temperature: {temperature:.0f} K")
print(f"thickness/attenuation length: {ratio:.3f}")
print(f"mean emission depth/thickness: {mean_depth:.5f}")
print(f"mean emission depth: {mean_depth * thickness:.2f} angstrom")
print(f"centroid shift/drop: {fraction:.5f}")
print(f"centroid shift: {shift:.4f} eV")
print(f"centroid shift, converted: {shift / hartree_ev:.6f} hartree")
print(f"shift above mid-plane value: {shift - drop / 2:.4f} eV")
print(f"variance/drop squared: {variance_fraction(ratio):.5f}")
print(f"added rms width: {spread:.4f} eV")
print(f"tilted emission angle: {tilt_deg:.0f} degrees")
print(f"tilted centroid shift/drop: {tilted_shift / drop:.5f}")
print(f"tilted centroid shift: {tilted_shift:.4f} eV")
print(f"tilted minus normal shift: {tilted_shift - shift:.4f} eV")
print(f"core-state residual: {core_residual * hartree_ev:.2e} eV")
print(f"Gaussian line FWHM: {line_fwhm:.2f} eV")
print(f"spectrum centroid: {signal_centroid:.4f} eV")
print(f"spectrum peak maximum: {peak:.4f} eV")
print(f"peak minus centroid: {peak - shift:.4f} eV")
print(f"shift change, L 10% longer: {length_error:.4f} eV")
print(f"emitter plane spacing, rough: {plane_spacing:.1f} angstrom")
print(f"shift change, discrete planes: {plane_shift - shift:.2e} eV")
print(f"trapped charges, rough: {trap_sheet:.1e} per cm2")
print(f"shift change, trapped charge: {trap_shift:.4f} eV")
print(f"film field: {field_v_ang * 100:.2f} MV/cm")
print(f"breakdown field, rough: {breakdown:.1f} MV/cm")
print(f"field/breakdown field: {field_v_ang * 100 / breakdown:.2f}")
print(f"gate charge density: {displacement * 100:.2f} uC/cm2")
print(f"substrate permittivity, rough: {sub_permittivity:.1f}")
print(f"substrate DOS mass, rough: {sub_mass:.1f} electron masses")
print(f"substrate doping, rough: {doping:.1e} per cm3")
print(f"substrate band bending: {bending_ev:.3f} eV")
print(f"Fermi level above band edge: {surface_degeneracy:.3f} eV")
print(f"band bending/centroid shift: {bending_ev / shift:.2f}")
print(f"tunnel barrier, rough: {barrier:.2f} eV")
print(f"tunnel mass, rough: {film_mass:.2f} electron masses")
print(f"semiclassical transmission: {wkb_transmission:.2e}")
print(f"wave-solution transmission: {wave_transmission:.2e}")
print(f"tunnelling current estimate: {leakage:.2e} A/cm2")
print(f"substrate mobility, rough: {mobility:.0f} cm2/Vs")
print(f"substrate thickness, rough: {wafer * 10:.2f} mm")
print(f"substrate resistance: {resistance:.2e} ohm cm2")
print(f"substrate ohmic loss: {ohmic_loss:.2e} V")
print("ALL CHECKS PASSED")
```

It prints:

```
film thickness: 40.0 angstrom
film thickness, converted: 4.0 nm
attenuation length: 40.0 angstrom
potential drop: 0.800 V
film relative permittivity: 20.0
temperature: 300 K
thickness/attenuation length: 1.000
mean emission depth/thickness: 0.41802
mean emission depth: 16.72 angstrom
centroid shift/drop: 0.58198
centroid shift: 0.4656 eV
centroid shift, converted: 0.017110 hartree
shift above mid-plane value: 0.0656 eV
variance/drop squared: 0.07933
added rms width: 0.2253 eV
tilted emission angle: 60 degrees
tilted centroid shift/drop: 0.65652
tilted centroid shift: 0.5252 eV
tilted minus normal shift: 0.0596 eV
core-state residual: 1.66e-07 eV
Gaussian line FWHM: 1.00 eV
spectrum centroid: 0.4656 eV
spectrum peak maximum: 0.4777 eV
peak minus centroid: 0.0121 eV
shift change, L 10% longer: -0.0058 eV
emitter plane spacing, rough: 2.5 angstrom
shift change, discrete planes: -2.60e-04 eV
trapped charges, rough: 1.0e+12 per cm2
shift change, trapped charge: 0.0030 eV
film field: 2.00 MV/cm
breakdown field, rough: 5.0 MV/cm
field/breakdown field: 0.40
gate charge density: 3.54 uC/cm2
substrate permittivity, rough: 12.0
substrate DOS mass, rough: 1.1 electron masses
substrate doping, rough: 1.0e+18 per cm3
substrate band bending: 0.278 eV
Fermi level above band edge: 0.191 eV
band bending/centroid shift: 0.60
tunnel barrier, rough: 1.50 eV
tunnel mass, rough: 0.20 electron masses
semiclassical transmission: 4.99e-09
wave-solution transmission: 1.28e-08
tunnelling current estimate: 2.39e-01 A/cm2
substrate mobility, rough: 250 cm2/Vs
substrate thickness, rough: 0.50 mm
substrate resistance: 1.25e-03 ohm cm2
substrate ohmic loss: 2.98e-04 V
ALL CHECKS PASSED
```
